**Canonical and grand-canonical twist averaging of free electrons**

For $N$ free electrons per spin with levels $|\mathbf G+\boldsymbol\theta|^2/2$, filling all levels below the infinite-system Fermi energy $\mu$ and averaging over the twist $\boldsymbol\theta$ gives the exact particle number, energy $E_\infty$ and density matrix, while filling the $N$ lowest levels gives an excess $\Delta E_N$ that is zero in 1D and positive in 2D and 3D. Here $b=2\pi/L$, $r=k_F/b$, $N(\varepsilon,\boldsymbol\theta)$ counts levels below $\varepsilon$, $\bar N$ and Var are its mean and variance over twists, $f$ is the fractional part of $\bar N$, and $2w=\langle|N(\mu,\boldsymbol\theta)-N|\rangle$. The program sorts levels on twist grids and asserts the 1D equality, the closed forms for square, hexagonal and cubic cells, the bound $\Delta E_N>E_\infty(N+w)+E_\infty(N-w)-2E_\infty(N)>0$ up to $N=60$ in 2D and $N=57$ in 3D, and the agreement of $\Delta E_5$ in 2D with a Brillouin-zone construction and an energy integral. It also asserts the sum rule $\mathrm{Var}-f(1-f)$, the overlap and Bessel forms of the variance, the averaged law $C_dN^{-(d+1)/d}$ with its $N^{-2}$ correction within 12% in 2D and 20% in 3D, the means of three random-twist estimators, a smaller spread for the corrected than for the raw grand-canonical estimator, and the Bessel form of the corrected spread against quadrature. For 14 electrons at $r_s=2$ bohr in a simple cubic cell the output shows 0.276238 Ha per electron exactly and 0.278931 Ha canonically, an excess of 0.0733 eV or 0.975%. The corrected estimator $E-\mu\,\delta N$ lowers the grand-canonical spread from 0.051 to 0.019 Ha per electron, and the biased canonical energy has a spread of 0.016 Ha.

## Program and output

```python
# Twist averaging of free electrons, N per spin, d dimensions.
# Reduced units: k in b = 2*pi/L, energy in b^2; levels eps = |G+theta|^2/2, G integer.
# r = Fermi radius, mu = r^2/2, Nbar = c_d r^d, Einf(M) = d/(d+2) M mu(M), g = dNbar/deps.
# Tested: grand-canonical filling (eps<mu) averaged over twists is exact; canonical filling
# (N lowest) has excess dE>0 for d=2,3 and 0 for d=1; dE >= Einf(N+w)+Einf(N-w)-2Einf(N),
# 2w = <|N(mu,theta)-N|>; dE = 1/2 int deps (<|N(eps)-N|> - |Nbar-N|);
# sum over N of that bracket = Var - f(1-f), f = frac(Nbar); variance formulas; scaling law.
import numpy as np
from scipy.special import jv, spherical_jn
from scipy.integrate import trapezoid
from scipy.constants import physical_constants
pi = np.pi
EV = physical_constants['Hartree energy in eV'][0]
cd = {1: 2.0, 2: pi, 3: 4*pi/3}
Sd = {2: 2*pi, 3: 4*pi}
radius = lambda M, d: (M/cd[d])**(1.0/d)
Einf = lambda M, d: d/(d+2)*M*radius(M, d)**2/2

def grid(axes):
    return np.stack([a.ravel() for a in np.meshgrid(*axes, indexing='ij')], 1)
def twists(orders):  # Gauss-Legendre on [0,1/2]^d (reflection symmetry); unequal orders avoid ties
    xw = [np.polynomial.legendre.leggauss(n) for n in orders]
    return grid([(x+1)/4 for x, w in xw]), grid([w/2 for x, w in xw]).prod(1)
def lattice(d, R):
    G = grid([np.arange(-R, R+1.0)]*d)
    return G[(G**2).sum(1) <= R*R]
def levels(th, G):
    e = th @ G.T
    e += 0.5*(G**2).sum(1)[None, :]
    e += 0.5*(th**2).sum(1)[:, None]
    return e
def shells(d, R):
    s2, n = np.unique((lattice(d, R)**2).sum(1), return_counts=True)
    return np.sqrt(s2), n
def var_lens(r, d):  # sum of overlap volumes of translated balls minus Nbar^2
    r = np.atleast_1d(r).astype(float)
    s, n = shells(d, int(2*r.max())+1)
    tot = np.zeros_like(r)
    for si, ni in zip(s, n):
        t = np.minimum(si, 2*r)
        if d == 2:
            tot += ni*(2*r*r*np.arccos(t/(2*r)) - t/2*np.sqrt(np.maximum(4*r*r-t*t, 0)))
        else:
            tot += ni*pi*(4*r+t)*(2*r-t)**2/12
    return tot - (cd[d]*r**d)**2
MC = 40
SH = {d: tuple(a[1:] for a in shells(d, MC)) for d in (2, 3)}
def var_bessel(r, d):
    s, n = SH[d]
    return (n*(r/s)**d*jv(d/2, 2*pi*r*s)**2).sum() + r**(d-1)/(2*pi**2)*Sd[d]/MC
Z = {d: (SH[d][1]*SH[d][0]**(-d-1.0)).sum() + Sd[d]/MC for d in (2, 3)}

# one dimension: canonical average is exact
th, wt = twists([6])
E1 = wt @ np.cumsum(np.sort(levels(th, lattice(1, 8)), 1), 1)
dev1 = max(abs(E1[N-1]/Einf(N, 1)-1) for N in range(1, 9))
assert dev1 < 1e-12
print(f"1D max |E_can/Einf-1|, N=1..8: {dev1:.1e}")

data = {}
for d, orders, R, K, Nlo, tol in ((2, [120, 122], 7, 60, 20, .12), (3, [36, 38, 40], 4, 57, 15, .2)):
    th, wt = twists(orders)
    lev = levels(th, lattice(d, R)); lev.sort(axis=1); lev = lev[:, :100].copy()
    assert lev[:, K].max() < (R-np.sqrt(d)/2)**2/2 and lev[:, -1].min() > radius(K, d)**2/2
    Ns = np.arange(1, K+1)
    dE = (wt @ np.cumsum(lev[:, :K], 1)) - Einf(Ns, d)
    w = np.array([wt @ np.abs((lev < radius(N, d)**2/2).sum(1)-N) for N in Ns])/2
    bound = Einf(Ns+w, d) + Einf(Ns-w, d) - 2*Einf(Ns, d)
    assert np.all(bound > 0) and np.all(dE > bound)
    rr = np.linspace(1e-6, radius(K, d), 20001); f = (cd[d]*rr**d) % 1
    rule = 0.5*trapezoid((var_lens(rr, d)-f*(1-f))*rr, rr)
    summed = dE[:-1].sum() + dE[-1]/2
    assert abs(summed/rule-1) < 0.04      # edge terms at N = K
    print(f"{d}D sum of dE to N={K} (last halved): {summed:.4f} b^2; variance integral: {rule:.4f} b^2")
    ra = np.linspace(5, 8, 3001)
    avg = trapezoid(var_lens(ra, d)/ra**(d-1), ra)/3
    assert abs(avg/(Z[d]/(2*pi**2))-1) < 0.02
    C = (d+2)/d**2*Z[d]/(2*pi**2)*cd[d]**(-(d-1)/d)
    print(f"{d}D Z={Z[d]:.4f}, Z/(2pi^2)={Z[d]/(2*pi**2):.4f}, mean Var/r^(d-1)={avg:.4f}, C={C:.4f}")
    law = C*Ns**(-(d+1)/d) - (d+2)/(6*d*d*Ns**2)
    q = np.mean((dE/Einf(Ns, d)/law)[Nlo-1:])
    assert abs(q-1) < tol                 # residual Bessel oscillation over a short window
    print(f"{d}D mean (dE/Einf)/smooth law, N={Nlo}..{K}: {q:.3f}")
    data[d] = (th, wt, lev, dE, w, bound)

# closed forms
th2, w2, lev2, dE2, ww2, b2 = data[2]; th3, w3, lev3, dE3, ww3, b3 = data[3]
for name, num, ex in (("square N=1", 1+dE2[0]/Einf(1, 2), pi/3), ("square N=2", 1+dE2[1]/Einf(2, 2), pi/3),
                      ("cubic N=1", 1+dE3[0]/Einf(1, 3), 5/12*(4*pi/3)**(2/3))):
    assert abs(num-ex) < 1e-4
    print(f"E_can/Einf {name}: quadrature {num:.5f}, closed form {ex:.5f}")
B = np.array([[1, 0], [.5, np.sqrt(3)/2]]); u = (np.arange(300)+.5)/300
hexr = levels(grid([u, u]) @ B, grid([np.arange(-2., 3)]*2) @ B).min(1).mean()/(np.sqrt(3)/2/(4*pi))
assert abs(hexr-5*pi/(9*np.sqrt(3))) < 1e-4
print(f"E_can/Einf hexagonal N=1: quadrature {hexr:.5f}, closed form {5*pi/(9*np.sqrt(3)):.5f}")
r1 = radius(1, 2); al = np.arccos(.5/r1); seg = 4*r1**2*(al-np.sin(al)*np.cos(al))
assert abs(ww2[0]-seg) < 1.5e-3
print(f"square N=1: w={ww2[0]:.4f}, four segments {seg:.4f}, bound/Einf={b2[0]/Einf(1,2):.4f}")

# extended zone: first N Brillouin zones by counting Bragg lines, 2D, N=5
N = 5; mu = radius(N, 2)**2/2
k = grid([(np.arange(400)+.5)/200, (np.arange(420)+.5)/210]); dA = 4/(200*210); k2 = (k**2).sum(1)
idx = np.zeros(len(k), int)
for G in lattice(2, 6):
    idx += (2*(k @ G) + G @ G) < 0
occ = idx < N; sym = occ != (k2/2 < mu)
area = occ.sum()*dA; Ez = (k2[occ]/2).sum()*dA; dsym = np.abs(k2[sym]/2-mu).sum()*dA
assert abs(area/N-1) < 2e-3 and abs(Ez/(Einf(N, 2)+dE2[N-1])-1) < 2e-3
assert abs(dsym/dE2[N-1]-1) < 0.02 and abs(sym.sum()*dA/(2*ww2[N-1])-1) < 0.02
eg = np.linspace(0, 1.8, 601); l25 = lev2[:, :25].copy(); assert l25[:, -1].min() > 1.8
br = np.array([w2 @ np.abs((l25 < e).sum(1)-N) - abs(2*pi*e-N) for e in eg])
dint = 0.5*trapezoid(br, eg)
assert abs(dint/dE2[N-1]-1) < 0.02
print(f"2D N=5: zone area {area:.4f} b^2; 2w={2*ww2[N-1]:.4f}; mismatch area {sym.sum()*dA:.4f} b^2")
print(f"2D N=5 dE: twists {dE2[N-1]:.5f}, mismatch region {dsym:.5f}, energy integral {dint:.5f} b^2")
r0 = 2.3; nb = pi*r0**2; cnt = (lev2 < r0**2/2).sum(1); assert cnt.min() >= 8 and cnt.max() <= 25
loc = sum(w2 @ np.abs(cnt-M) - abs(nb-M) for M in range(8, 26)); f0 = nb % 1
rhs = var_lens(r0, 2)[0]-f0*(1-f0)
assert abs(loc/rhs-1) < 0.01 and abs(var_bessel(r0, 2)/var_lens(r0, 2)[0]-1) < 5e-3
print(f"2D r=2.3 b: Nbar={nb:.4f}, sum over N={loc:.4f}, Var-f(1-f)={rhs:.4f}")

# worked example: rs = 2 bohr, simple cubic, 14 electrons
rs, N = 2.0, 7
L = (2*N*4*pi/3)**(1/3)*rs; b = 2*pi/L; U = b*b; r = radius(N, 3); mu = r*r/2; E0 = Einf(N, 3)
assert abs(r*b-(9*pi/4)**(1/3)/rs) < 1e-12
print(f"rs={rs} bohr, N={N} per spin, L={L:.5f} bohr, b={b:.5f} 1/bohr, b^2={U:.5f} Ha")
print(f"r={r:.5f}, kF={r*b:.5f} 1/bohr, mu={mu*U:.5f} Ha, g={1.5*N/(mu*U):.4f} 1/Ha")
m = lev3[:, :30] < mu; n = m.sum(1); Eg = (lev3[:, :30]*m).sum(1); Ec = Eg-mu*(n-N)
assert abs(w3 @ n/N-1) < 2e-3 and abs(w3 @ Eg/E0-1) < 2e-3 and abs(w3 @ Ec/E0-1) < 1e-4
var_q = w3 @ (n-N)**2; var_l = var_lens(r, 3)[0]; var_b = var_bessel(r, 3)
assert abs(var_q/var_l-1) < 0.02 and abs(var_b/var_l-1) < 5e-3
Gs = lattice(3, 3); Gs = Gs[(Gs**2).sum(1) <= 6]
Egam = np.sort((Gs**2).sum(1))[:N].sum()/2
ratio_mean = w3 @ (Eg/n)
assert abs(ratio_mean/(E0/N)-1) > 2e-3
print(f"exact E/N={E0/N*U:.6f} Ha = {E0/N*U*EV:.4f} eV; Gamma point {Egam/N*U:.6f} Ha")
print(f"canonical E/N={(E0+dE3[N-1])/N*U:.6f} Ha = {(E0+dE3[N-1])/N*U*EV:.4f} eV")
print(f"grand: <N>={w3@n:.4f}, <E>/N={w3@Eg/N*U:.5f} Ha, <E-mu dN>/N={w3@Ec/N*U:.6f} Ha")
print(f"grand <E/N>={ratio_mean*U:.5f} Ha; N(mu,theta) from {n.min()} to {n.max()}")
print(f"excess/N={dE3[N-1]/N*U:.6f} Ha = {dE3[N-1]/N*U*EV:.4f} eV")
print(f"bound/N={b3[N-1]/N*U:.6f} Ha; estimate/N={(var_l-1/6)*mu/(3*N)/N*U:.6f} Ha")
print(f"w={ww3[N-1]:.4f}; Var: quadrature {var_q:.4f}, lens {var_l:.4f}, Bessel {var_b:.4f}")
klo, khi = np.sqrt(2*lev3[:, N].min())/r, np.sqrt(2*lev3[:, N-1].max())/r
assert klo < 1 < khi
print(f"canonical surface spans k/kF = {klo:.3f} to {khi:.3f} (on the grid)")
es = levels(th3, Gs); mg = (es < mu)*1.0; mc = (es <= np.sort(es, 1)[:, N-1:N])*1.0
assert np.all(mc.sum(1) == N)
for s in (0.3, 1.0):
    a = 2*pi*s; y = a*r; ex = 3*spherical_jn(1, y)/y
    rho = [w3 @ (np.cos(a*th3[:, 0])*(x @ np.cos(a*Gs[:, 0])) - np.sin(a*th3[:, 0])*(x @ np.sin(a*Gs[:, 0])))/N
           for x in (mg, mc)]
    assert abs(rho[0]-ex) < 1.5e-3
    print(f"rho(x)/rho(0), x={s}L: exact {ex:.5f}, grand {rho[0]:.4f}, canonical {rho[1]:.5f}")
assert abs(rho[1]) < 1e-10 and abs(ex) > 1e-2
for M in (7, 19, 27, 57):
    v = var_lens(radius(M, 3), 3)[0]; est = 5*(v-1/6)/(9*M*M); x = dE3[M-1]/Einf(M, 3)
    assert 0.5 < x/est < 2
    print(f"3D N={M}: Var={v:.3f}, dE/Einf={100*x:.4f} %, bound {100*b3[M-1]/Einf(M,3):.4f} %, estimate {100*est:.4f} %")

# random twists
s, c = SH[3]; vO = (c*(r/s)**5*jv(2.5, 2*pi*r*s)**2).sum()/(4*pi**2)
vOq = w3 @ (Ec-E0)**2
assert abs(vOq/vO-1) < 0.01
print(f"std of (E-mu dN)/N: quadrature {np.sqrt(vOq)/N*U:.5f} Ha, Bessel {np.sqrt(vO)/N*U:.5f} Ha")
Mt = 20000; er = levels(np.random.default_rng(1).random((Mt, 3))-.5, Gs); mr = er < mu
sam = {"canonical": np.sort(er, 1)[:, :N].sum(1), "grand raw": (er*mr).sum(1)}
sam["grand corrected"] = sam["grand raw"]-mu*(mr.sum(1)-N)
for name, x in sam.items():
    se = x.std()/np.sqrt(Mt); target = E0+(dE3[N-1] if name == "canonical" else 0)
    assert abs(x.mean()-target) < 4*se
    print(f"{Mt} random, {name}: mean {x.mean()/N*U:.5f}, std {x.std()/N*U:.5f}, s.e. {se/N*U:.5f} Ha")
assert sam["canonical"].mean()-E0 > 4*sam["canonical"].std()/np.sqrt(Mt)
assert sam["grand corrected"].std() < sam["grand raw"].std()
print("ALL CHECKS PASSED")
```

Output:

```
1D max |E_can/Einf-1|, N=1..8: 2.2e-16
2D sum of dE to N=60 (last halved): 5.5440 b^2; variance integral: 5.5277 b^2
2D Z=9.0336, Z/(2pi^2)=0.4576, mean Var/r^(d-1)=0.4562, C=0.2582
2D mean (dE/Einf)/smooth law, N=20..60: 0.989
3D sum of dE to N=57 (last halved): 2.9570 b^2; variance integral: 2.9650 b^2
3D Z=16.5322, Z/(2pi^2)=0.8375, mean Var/r^(d-1)=0.8311, C=0.1791
3D mean (dE/Einf)/smooth law, N=15..57: 0.899
E_can/Einf square N=1: quadrature 1.04720, closed form 1.04720
E_can/Einf square N=2: quadrature 1.04720, closed form 1.04720
E_can/Einf cubic N=1: quadrature 1.08272, closed form 1.08272
E_can/Einf hexagonal N=1: quadrature 1.00767, closed form 1.00767
square N=1: w=0.0907, four segments 0.0905, bound/Einf=0.0164
2D N=5: zone area 5.0000 b^2; 2w=0.6928; mismatch area 0.6925 b^2
2D N=5 dE: twists 0.06612, mismatch region 0.06612, energy integral 0.06612 b^2
2D r=2.3 b: Nbar=16.6190, sum over N=1.0266, Var-f(1-f)=1.0279
rs=2.0 bohr, N=7 per spin, L=7.77026 bohr, b=0.80862 1/bohr, b^2=0.65387 Ha
r=1.18669, kF=0.95958 1/bohr, mu=0.46040 Ha, g=22.8065 1/Ha
exact E/N=0.276238 Ha = 7.5168 eV; Gamma point 0.280228 Ha
canonical E/N=0.278931 Ha = 7.5901 eV
grand: <N>=6.9997, <E>/N=0.27622 Ha, <E-mu dN>/N=0.276238 Ha
grand <E/N>=0.27447 Ha; N(mu,theta) from 4 to 10
excess/N=0.002693 Ha = 0.0733 eV
bound/N=0.000630 Ha; estimate/N=0.001729 Ha
w=0.3172; Var: quadrature 0.7164, lens 0.7186, Bessel 0.7185
canonical surface spans k/kF = 0.730 to 1.075 (on the grid)
rho(x)/rho(0), x=0.3L: exact 0.58123, grand 0.5812, canonical 0.57902
rho(x)/rho(0), x=1.0L: exact -0.01423, grand -0.0141, canonical 0.00000
3D N=7: Var=0.719, dE/Einf=0.9749 %, bound 0.2281 %, estimate 0.6257 %
3D N=19: Var=1.671, dE/Einf=0.2530 %, bound 0.0803 %, estimate 0.2316 %
3D N=27: Var=2.628, dE/Einf=0.2134 %, bound 0.0462 %, estimate 0.1876 %
3D N=57: Var=5.057, dE/Einf=0.0831 %, bound 0.0238 %, estimate 0.0836 %
std of (E-mu dN)/N: quadrature 0.01912 Ha, Bessel 0.01912 Ha
20000 random, canonical: mean 0.27892, std 0.01631, s.e. 0.00012 Ha
20000 random, grand raw: mean 0.27588, std 0.05103, s.e. 0.00036 Ha
20000 random, grand corrected: mean 0.27620, std 0.01916, s.e. 0.00014 Ha
ALL CHECKS PASSED
```
